# Collinear Logarithms That Survive the Inclusion of Soft Photons

**Q.** The Bloch–Nordsieck procedure adds unobserved soft photons to the virtual correction, and the infrared divergence disappears. I take that to mean that the large logarithms disappear too. For $e^+e^-\to\mu^+\mu^-$ at high energy, what remains should be a number of order $\alpha/\pi$.

**A.** Let us calculate the sum. Take one-photon exchange and one order in $\alpha$ beyond Born, at $s\gg m^2$. Leave out vacuum polarization; it brings logarithms of $s/m^2$ of its own, from the running of the coupling, which are not treated here. Interference between initial and final emission is odd under $\mu^+\leftrightarrow\mu^-$, so it drops out of charge-symmetric observables. Each lepton pair then has its own correction. I write it relative to Born as $(\alpha/\pi)K$, with $L=\ln(s/m^2)$ and $m$ the mass of the radiating lepton.

Give the photon a small mass $\lambda$. I start from the standard on-shell one-loop form factor in Feynman parameters, with $A=m^2-q^2\xi(1-\xi)$ and $N=w^2+2w-2$:

$$F_1-1=\frac{\alpha}{2\pi}\int_0^1\!d\xi\int_0^1\! w\,dw\left[\ln\frac{m^2}{A}+\frac{q^2(1-w+w^2\xi(1-\xi))+m^2N}{w^2A+\lambda^2(1-w)}-\frac{m^2N}{w^2m^2+\lambda^2(1-w)}\right].$$

For $\lambda\to0$, the integrals of $w$, $w^2$ and $w^3$ over the first denominator are $\ln(A/\lambda^2)/(2A)$, $1/A$ and $1/(2A)$. The last term of the bracket gives $\ln(m^2/\lambda^2)-5/2$.

Now set $q^2=-Q^2$, $\ell=\ln(Q^2/m^2)$, and drop powers of $m^2/Q^2$. We need

$$\int_0^1\frac{Q^2}{A}d\xi=2\ell,\qquad \int_0^1\frac{Q^2}{A}\ln\frac{A}{m^2}d\xi=2\left[\frac{\ell^2}{2}+\int_0^1\frac{\ln(1-\xi)}{\xi}d\xi\right]=\ell^2-\frac{\pi^2}{3}.$$

The second follows from $1/[\xi(1-\xi)]=1/\xi+1/(1-\xi)$, with the mass cutting off each end. Term by term,

$$\frac{2\pi}{\alpha}(F_1-1)=\left(1-\frac{\ell}{2}\right)+\left(-\frac{\ell^2}{2}+\frac{\pi^2}{6}-\ell\ln\frac{m^2}{\lambda^2}\right)+2\ell-\frac12+\ln\frac{m^2}{\lambda^2}-\frac52 .$$

For pair production $Q^2=-s-i0$, so $\ell=L-i\pi$ and $\mathrm{Re}\,\ell^2=L^2-\pi^2$. The rate contains $2\,\mathrm{Re}(F_1-1)$, and the Pauli form factor is suppressed by $m^2/s$. Hence

$$K_V=-\frac{L^2}{2}+\frac{3L}{2}+\frac{2\pi^2}{3}-2-2(L-1)\ln\frac m\lambda .$$

**Q.** That has the divergence and a double logarithm. Now add the soft photons.

**A.** Their probability, for energies below $\omega_{\max}\ll\sqrt s$, is

$$\frac{\alpha}{4\pi^2}\int\frac{d^3k}{\omega}\left[\frac{2p_1\!\cdot p_2}{(p_1\!\cdot k)(p_2\!\cdot k)}-\frac{m^2}{(p_1\!\cdot k)^2}-\frac{m^2}{(p_2\!\cdot k)^2}\right].$$

Put $|\mathbf k|=\lambda\sinh y$, $u=|\mathbf k|/\omega=\tanh y$ and $a_u=vu$, where $v$ is the lepton speed and $1-v^2=4m^2/s$. The radial measure $k^2dk/\omega^3$ becomes $u^2dy$. The angular integral, with $v\to1$ wherever that is safe, gives

$$K_S=\int_0^Y\!dy\left[2u\ln\frac{1+a_u}{1-a_u}-\frac{2(1-v^2)u^2}{1-a_u^2}\right],\qquad Y=\ln\frac{2\omega_{\max}}{\lambda}.$$

At large $y$ the bracket tends to $2(L-1)$. We subtract the shortfall at smaller $y$.

- In the first term, the logarithm is $2y$ at moderate $y$ and $-\ln(e^{-2y}+e^{-L})$ at large $y$. The shortfall of $u\ln[(1+a_u)/(1-a_u)]$ from $L$ therefore integrates to
$$\int_0^\infty\!\ln(1+e^{L-2y})\,dy+\int_0^\infty\!2y(1-\tanh y)\,dy=\left(\frac{L^2}{4}+\frac{\pi^2}{12}\right)+\frac{\pi^2}{12}.$$
- In the second term, $(1-v^2)u^2/(1-a_u^2)\to1/(1+e^{L-2y})$, whose shortfall from 1 integrates to $L/2$.

So $K_S=2(L-1)Y-L^2/2-\pi^2/3+L$. With $\varepsilon=2\omega_{\max}/\sqrt s$, we have $Y=\ln\varepsilon+L/2+\ln(m/\lambda)$. Adding $K_V$ cancels $\ln\lambda$ and $L^2$:

$$K_{VS}=2(L-1)\ln\varepsilon+\frac32L+\frac{\pi^2}{3}-2 .$$

The first power of $L$ is still there, both alone and multiplied by $\ln\varepsilon$.

**Q.** How large is it?

**A.** At $\sqrt s=10$ GeV, $L=19.76$ for the electron and $9.10$ for the muon. Take $\varepsilon=0.01$, a photon limit of 50 MeV. For the electrons,

$$K_{VS}=2(18.76)(-4.605)+29.65+1.29\approx-141.9 .$$

The product $2(L-1)\ln\varepsilon$ dominates, and the term $\frac32L$ opposes it. Multiplying by $\alpha/\pi=0.2323\%$ gives $-33\%$. For the muons the result is $-13.9\%$. Corrections of this size also warn that higher orders matter.

**Q.** Then where does $L$ come from, if not from soft photons?

**A.** From photons of any energy emitted nearly parallel to a lepton, where the propagator denominator $2p\cdot k$ is small. The mass stops it from vanishing. Bloch–Nordsieck inclusion restores the soft photons and leaves out the hard collinear ones.

Let us add those for the final state. Set $s=1$, $\kappa=2\omega$, $a=2p_1\cdot k$ and $b=2p_2\cdot k$, so $a+b=\kappa$. The Dirac traces give a squared matrix element, relative to Born, of $8\pi\alpha X/(1+2m^2)$. For a pair current of virtuality $q^2$,

$$X=\frac{(q^2-b+2m^2)^2+(q^2-a+2m^2)^2-8m^2(q^2+2m^2)}{ab}-2m^2(q^2+2m^2)\left(\frac1{a^2}+\frac1{b^2}\right).$$

Here $q^2=1$. The ratio of three- to two-body phase space is $d\kappa\,db/(16\pi^2)$ at small mass, so the emission probability is $(\alpha/2\pi)X\,d\kappa\,db$. Dropping terms that vanish with $m$ after integration,

$$X\simeq\frac{C_\kappa}{ab}-2-2m^2\left(\frac1{a^2}+\frac1{b^2}\right),\qquad C_\kappa=1+(1-\kappa)^2 .$$

The smallest $a$ or $b$ is $\kappa m^2/(1-\kappa)$. Integrating the three terms over $b$ gives $(2C_\kappa/\kappa)\ln[(1-\kappa)/m^2]$, $-2\kappa$ and $-4(1-\kappa)/\kappa$. Half their sum is the photon spectrum in units of $\alpha/\pi$:

$$\frac{dK_H}{d\kappa}=\frac{C_\kappa}{\kappa}\left[L+\ln(1-\kappa)-1\right].$$

Since $C_\kappa/\kappa=2/\kappa-2+\kappa$, integration from $\varepsilon$ to 1 gives

$$K_H=(L-1)\left(-2\ln\varepsilon-\frac32\right)-\frac{\pi^2}{3}+\frac54,\qquad K_{VS}+K_H=\frac32+\frac54-2=\frac34 .$$

The final-state correction to the total rate is $0.75\times0.2323\%=0.17\%$, with no $L$.

**Q.** So in the final state I was nearly right. I just have to include hard photons as well.

**A.** For the total rate, yes. But suppose you measure the energy of the muon alone. Average over its direction relative to the beams; the initial–final interference also changes sign when the beams are exchanged, so it drops out here too. Virtual terms remove no energy, and by symmetry each muon loses on average half the photon energy. As a fraction of the beam energy, the bare loss from final-state radiation is

$$K_{\rm bare}=\frac12\int_0^1C_\kappa[L-1+\ln(1-\kappa)]\,d\kappa=\frac12\left[\frac43(L-1)-\frac{10}{9}\right]=\frac23L-\frac{11}{9}.$$

The weight $\kappa$ suppresses soft photons, yet $L$ remains. The cancellation in the rate required equal weights for a muon and for the same muon accompanied by a collinear photon. A bare-energy measurement gives them different weights.

**Q.** A calorimeter would add the photon back to the lepton. Does that help?

**A.** It replaces the mass by an angle. Add to each muon the photons within a half-angle $R\ll1$, and let $r=\sin^2(R/2)$. With $x_1=2E_1$, the cone boundary is at

$$a_c=\frac{\kappa x_1}{2}(1-v_1\cos R)\simeq\kappa\left(ry+\frac{m^2}{y}\right),\qquad y=1-\kappa\simeq x_1,$$

because $1-v_1\simeq2m^2/x_1^2$. Define $\delta=m/(\sqrt s\sin(R/2))\ll1$. Outside the cones the explicit mass terms in $X$ contribute only at order $\delta^2\ln\delta$. The rest gives

$$K_{\rm cone}=\frac12\int_0^1\!d\kappa\left[C_\kappa\ln\frac1{ry}-C_\kappa\ln\left(1+\frac{\delta^2}{y^2}\right)-\kappa^2\right].$$

Here $\int C_\kappa d\kappa=4/3$ and $-\int(1+y^2)\ln y\,dy=10/9$. The middle term comes from $y\sim\delta$ and gives $-\pi\delta$. Thus

$$K_{\rm cone}\simeq\frac23\ln\frac1{\sin^2(R/2)}+\frac7{18}-\frac{\pi\delta}{2}.$$

There is no mass logarithm. The linear mass term comes from muons left with low energy, $E_1\sim m/R$, still relativistic, whose own radiation cone $m/E_1$ is as wide as $R$. If $R$ shrinks to about $m/E$, the formula fails and the bare result returns.

At 10 GeV the bare formula gives $K=(2/3)(9.100)-1.222=4.84$. That is $1.13\%$ of the 5 GeV beam energy, or 56 MeV. For $R=0.2$ rad the cone formula gives $3.461-0.166=3.295$. Direct integration with the full muon mass gives $3.266$, about 1% lower, or 38 MeV.

The numerical check also varies the mass. As $m^2/s$ falls from $10^{-6}$ to $10^{-8}$, the bare $K$ rises from 7.99 to 11.06 and the total stays at 0.750. For $R=0.05$ rad the cone loss moves only from 5.24 to 5.30, towards its zero-mass value of 5.31.

**Q.** And the beams? I can accept every photon the electrons emit, whatever its energy or angle.

**A.** You can, but the emission has already changed the collision. If the virtual photon has squared mass $zs$, the Born cross section is evaluated at $zs$.

The virtual and soft part is again $K_{VS}$, now with the electron mass. For hard emission, cross the two lepton momenta in $X$: $a$ and $b$ become negative, with $|a|,|b|=(1-z)(1\mp vc)/2$ for photon angle cosine $c$, and $q^2=z$. The phase space is $dz/(2\pi)$ times $(1-z)/(8\pi)$ times $dc/2$. The photon propagator and muon factor turn $\sigma_0(s)$ into $\sigma_0(zs)$. The radiator multiplying $\sigma_0(zs)$, in units of $\alpha/\pi$, is therefore

$$H(z)=\frac{1-z}{2}\int_{-1}^{1}\frac{dc}{2}\,X .$$

At small mass the first numerator of $X$ is $1+z^2-2|a||b|$. The angular averages needed are $\langle1/(ab)\rangle=2L/(1-z)^2$ and $m^2\langle1/a^2+1/b^2\rangle=2/(1-z)^2$, so

$$H(z)=\frac{1+z^2}{1-z}L-(1-z)-\frac{2z}{1-z}=(L-1)\frac{1+z^2}{1-z}.$$

For muon pairs far above threshold $\sigma_0\propto1/s$, so $\sigma_0(zs)/\sigma_0(s)=1/z$. Require $z>z_{\min}$ and use

$$\frac{1+z^2}{z(1-z)}=\frac1z+\frac2{1-z}-1 .$$

Integrating up to $1-\varepsilon$ and adding $K_{VS}$ cancels $\ln\varepsilon$:

$$K_{\rm ISR}=(L-1)C+\frac{\pi^2}{3}-\frac12,\qquad C=\frac12+z_{\min}-\ln z_{\min}+2\ln(1-z_{\min}).$$

For $z_{\min}=0.25$, a virtual-photon mass above 5 GeV, $C=1.561$. Then $K=18.76\times1.561+2.79=32.1$, a correction of $+7.5\%$. Extra events come from lower $z$, where the Born cross section is larger. With no cut at all, the muon threshold ends the $1/z$ growth. The factor $\sqrt{1-4m_\mu^2/zs}\,(1+2m_\mu^2/zs)$ in $\sigma_0(zs)$ replaces $-\ln z_{\min}$ by $L_\mu-5/3$, with $L_\mu=9.10$, so $C=7.93$, $K\approx152$ and the correction is $+35\%$, still without vacuum polarization. For $z_{\min}=0.9$, $C=-3.10$ and the correction is $-12.9\%$, because the cut rejects much of the hard radiation. These cuts are on the virtual-photon mass. The same cut on the measured bare muon-pair mass also rejects final-state photons with $\kappa>1-z_{\min}$; from the spectrum above, the final-state correction is then $-5.6\%$ for $z_{\min}=0.9$ and $-0.2\%$ for $z_{\min}=0.25$, to be added at this order.

**Q.** $C$ changes sign, so some cut must remove the logarithm.

**A.** It does, at $z_{\min}=0.56$. That is an accident of this Born cross section and this cut.

There is also a case with a reason behind it. If $\sigma_0$ did not depend on energy and there were no cut, the integral of $(1+z^2)/(1-z)$ would be $-2\ln\varepsilon-3/2$. The coefficient of $L$ would vanish, leaving $K=\pi^2/3-1/2=2.79$. The electron's energy loss would then have no effect on the rate. So initial-state logarithms survive in general, but not for every conceivable cross section.

**Q.** Then the question to ask is not whether I have included the soft photons.

**A.** That question settles the limit $\omega\to0$. For the $L$ that comes from the vertex correction and photon emission, ask whether your observable changes when a lepton is replaced by a slower lepton and a parallel photon with the same total momentum. The total final-state rate does not change, a bare muon energy does, and an annihilation cross section usually does when the replacement happens in the beam.

## Computed results

```
sqrt(s) = 10.0 GeV; alpha/pi = 0.232282 percent
electron mass = 0.000510999 GeV; L_e = 19.7635
muon mass = 0.1056584 GeV; L_mu = 9.1003
soft limit eps = 0.010; photon energy limit = 0.050 GeV
virtual+soft, initial electrons: K = -141.883; correction = -32.957 percent
virtual+soft, final muons: K = -59.666; correction = -13.859 percent
final-state total: K = 0.75 formula; correction = 0.1742 percent
ISR, 1/s Born, z_min=0.25: C=1.5609, K=32.078
  minimum pair mass = 5.000 GeV
  correction = 7.451 percent
ISR, 1/s Born, z_min=0.90: C=-3.0998, K=-55.373
  minimum pair mass = 9.487 GeV
  correction = -12.862 percent
ISR log coefficient C vanishes at z_min = 0.5596
ISR constant Born, no cut: K = 2.7899 (formula)
muon cone half-angle = 0.20 rad; m/E = 0.0211
muon cone formula: zero-mass part = 3.4612 alpha/pi
  linear mass term = -0.1662 alpha/pi
muon mean loss, bare: K direct=4.8438, formula=4.8446
  fraction = 1.1251 percent of beam energy
  energy = 56.26 MeV
muon mean loss, cone: K direct=3.2662, formula=3.2950
  fraction = 0.7587 percent of beam energy
  energy = 37.93 MeV
Mass scan: eps=1e-06, cone=0.05 rad; K in alpha/pi
m^2/s   L   virtual+soft   total   bare loss   cone loss   cone formula
1e-06  13.8155  -332.0924  0.75008  7.9881  5.2393  5.2447
1e-07  16.1181  -392.2614  0.75004  9.5232  5.2866  5.2877
1e-08  18.4207  -452.4303  0.75004  11.0582  5.3008  5.3012
zero-mass cone loss at scan angle: 5.3075 alpha/pi
constant-Born ISR scan K: 2.7900, 2.7899, 2.7899
ISR radiator z=0.3, m^2/s=1e-05:
  traces=16.37053, formula=16.37013 alpha/pi
ISR radiator z=0.8, m^2/s=1e-05:
  traces=86.20625, formula=86.20599 alpha/pi
```
